# In-plane interaction in an infinite stack of polarizable sheets: test program

```python
# Result under test: the static interaction of two unit charges in one plane of
# an infinite stack of sheets is W(q) = (2 pi K/q) F(q), with
#   F = sinh(q d)/sqrt((cosh(q d) + r0 q sinh(q d))^2 - 1),  r0 = 2 pi alpha,
# and F -> 1/sqrt(eps_par), eps_par = 1 + 4 pi alpha/d, when q d -> 0.
# d: sheet spacing; alpha: in-plane polarizability of a sheet (a length);
# q: in-plane wave vector; K = e^2/(4 pi eps0). Lengths in angstrom, energies in eV.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.special import j0, jn_zeros

PI = np.pi
K = const.e / (4 * PI * const.epsilon_0) * 1e10
D = 7.0
ALPHA = 3.5
R0 = 2 * PI * ALPHA
EPS = 1 + 4 * PI * ALPHA / D
C2 = (EPS - 1) * (3 * EPS + 1) / (24 * EPS)


def cosh_kappa_minus_one(q, alpha=ALPHA):
    return 2 * np.sinh(q * D / 2)**2 + 2 * PI * alpha * q * np.sinh(q * D)


def plane_factor(q, alpha=ALPHA):
    x = cosh_kappa_minus_one(q, alpha)
    return np.sinh(q * D) / np.sqrt(x * (x + 2))


def poisson_stack(q, in_plane, links, periods):
    """Finite-difference potential at the sheets, times q/(2 pi).

    in_plane: local in-plane permittivity on the nodes of one period;
    links: local normal permittivity between neighbouring nodes.
    """
    m = len(in_plane)
    h = D / m
    j = np.arange(-periods * m, periods * m + 1)
    right, left = links[j % m], links[(j - 1) % m]
    bands = np.zeros((3, len(j)))
    bands[0, 1:] = -right[:-1] / h**2
    bands[1] = (left + right) / h**2 + q**2 * in_plane[j % m]
    bands[2, :-1] = -left[1:] / h**2
    source = np.zeros(len(j))
    source[periods * m] = 4 * PI / h
    phi = solve_banded((1, 1), bands, source)
    return q / (2 * PI) * phi[periods * m::m]


def sheet_cell(m):
    in_plane = np.ones(m)
    in_plane[0] += 4 * PI * ALPHA / (D / m)
    return in_plane, np.ones(m)


# Closed form and decay between planes against the Poisson equation
for q in (0.01, 0.1, 0.3):
    numeric = poisson_stack(q, *sheet_cell(200), 100)[:3]
    kappa_d = np.arccosh(1 + cosh_kappa_minus_one(q))
    formula = plane_factor(q) * np.exp(-kappa_d * np.arange(3))
    assert np.allclose(numeric, formula, rtol=2e-4, atol=0)

# Lattice sum and the integral over the phase per layer
q_test, theta_test = 0.08, 0.7
n = np.arange(-200, 201)
lattice_sum = np.sum(np.exp(-q_test * D * abs(n)) * np.cos(n * theta_test))
lattice_formula = np.sinh(q_test * D) / (np.cosh(q_test * D) - np.cos(theta_test))
assert abs(lattice_sum / lattice_formula - 1) < 1e-10
theta = 2 * PI * np.arange(2000) / 2000
for layer in (0, 1, 3):
    average = np.mean(np.cos(layer * theta) / (np.cosh(0.6) - np.cos(theta)))
    assert abs(average - np.exp(-0.6 * layer) / np.sinh(0.6)) < 1e-10

# Equal charge on all planes is screened by the full in-plane permittivity
q_uniform = 1e-4
n = np.arange(1, 60001)
uniform_sum = 1 + 2 * np.sum(np.exp(-q_uniform * D * n))
uniform_factor = 1 / (1 + R0 * q_uniform * uniform_sum)
assert abs(uniform_factor * EPS - 1) < 1e-5

# Long- and short-wavelength limits of the closed form
q_small = 0.01 / D
assert abs(plane_factor(1e-5) * np.sqrt(EPS) - 1) < 1e-7
curvature = (1 - plane_factor(q_small) * np.sqrt(EPS)) / (q_small * D)**2
assert abs(curvature / C2 - 1) < 2e-3
assert abs(plane_factor(2.0) * (1 + R0 * 2.0) - 1) < 1e-8

# Real space: isolated sheet plus a remainder that falls exponentially with q
x_nodes, x_weights = np.polynomial.legendre.leggauss(800)
Q_MAX = 18 / D
Q = Q_MAX * (x_nodes + 1) / 2
QW = Q_MAX * x_weights / 2
F_INFINITE = plane_factor(Q)


def isolated_sheet(r):
    value = quad(lambda s: np.exp(-s) / np.hypot(r, R0 * s), 0, np.inf,
                 epsabs=1e-12, epsrel=1e-11, limit=300)[0]
    return K * value


def interaction(r, factor=F_INFINITE):
    remainder = np.sum(QW * j0(Q * r) * (factor - 1 / (1 + R0 * Q)))
    return isolated_sheet(r) + K * remainder


def far_law(r):
    return K / (r * np.sqrt(EPS))


def direct_bessel_integral(response, r):
    """Integrate between zeros of J0 and average the alternating partial sums."""
    edges = np.concatenate(([0.0], jn_zeros(0, 80) / r))
    x, w = np.polynomial.legendre.leggauss(40)
    half = np.diff(edges)[:, None] / 2
    q = edges[:-1, None] + half * (x + 1)
    sums = np.cumsum(np.sum(half * w * response(q) * j0(q * r), axis=1))[40:]
    while len(sums) > 1:
        sums = (sums[1:] + sums[:-1]) / 2
    return sums[0]


for r in (14.0, 35.0):
    direct = K * direct_bessel_integral(plane_factor, r)
    assert abs(direct / interaction(r) - 1) < 1e-6
r_far = 40 * D
far_excess = interaction(r_far) / far_law(r_far) - 1
assert abs(far_excess / (C2 * D**2 / r_far**2) - 1) < 0.04
crossing = brentq(lambda r: interaction(r) / far_law(r) - 1, 1.0, r_far)

# Normal polarization: layers filling 90 percent of the period
EPS_PERP = 5.0
M = 40
node = np.arange(M)
distance = np.minimum(node, M - node)
node_fill = np.where(distance < 18, 1.0, np.where(distance == 18, 0.5, 0.0))
link_fill = np.minimum(node + 0.5, M - node - 0.5) < 18
fill = np.mean(node_fill)
thick_in_plane = 1 + (EPS - 1) * node_fill / fill
inside_normal = fill / (1 / EPS_PERP - (1 - fill))
thick_normal = np.where(link_fill, inside_normal, 1.0)
thick_factor = poisson_stack(0.001, thick_in_plane, thick_normal, 1000)[0]
eps_product = np.mean(thick_in_plane) / np.mean(1 / thick_normal)
assert abs(thick_factor * np.sqrt(eps_product) - 1) < 2e-3
q_bulk = 0.7
bulk = quad(lambda k: 2 / (EPS * q_bulk**2 + EPS_PERP * k**2), -np.inf, np.inf)[0]
assert abs(bulk * q_bulk * np.sqrt(EPS * EPS_PERP) / (2 * PI) - 1) < 1e-7

# Thickness and wave-vector dependence at one finite wave vector
q_size = 0.1
thickness_factor = poisson_stack(q_size, thick_in_plane, np.ones(M), 60)[0]
thickness_change = thickness_factor / plane_factor(q_size) - 1
RANGE = 2.0
nonlocal_alpha = ALPHA / (1 + (q_size * RANGE)**2)
nonlocal_change = plane_factor(q_size, nonlocal_alpha) / plane_factor(q_size) - 1


# Finite stack in vacuum, with the charges in its middle sheet
def finite_stack_factor(q, sheets):
    q = np.atleast_1d(q)
    index = np.arange(sheets)
    separation = abs(index[:, None] - index[None, :]) * D
    kernel = np.exp(-q[:, None, None] * separation)
    matrix = np.eye(sheets) + R0 * q[:, None, None] * kernel
    middle = sheets // 2
    solution = np.linalg.solve(matrix, kernel[:, :, middle:middle + 1])
    return solution[:, middle, 0]


assert abs(finite_stack_factor(0.05, 201)[0] / plane_factor(0.05) - 1) < 1e-9
SHEETS = 21
assert abs(finite_stack_factor(1e-7, SHEETS)[0] - 1) < 1e-3
F_FINITE = finite_stack_factor(Q, SHEETS)

# Dilute carriers in every sheet at the temperature of use
T = 300.0
DENSITY_CM2 = 1e10
density = DENSITY_CM2 * 1e-16
kT = const.k * T / const.e
carrier_response = K * density / kT
q_debye = np.sqrt(4 * PI * carrier_response / (D * EPS))
q_carrier = 0.002
doped_in_plane, unit_links = sheet_cell(M)
doped_in_plane[0] += 4 * PI * carrier_response / (D / M * q_carrier**2)
doped_factor = poisson_stack(q_carrier, doped_in_plane, unit_links, 150)[0]
doped_formula = q_carrier / np.sqrt(EPS * (q_carrier**2 + q_debye**2))
assert abs(doped_factor / doped_formula - 1) < 0.02
doped_integral = direct_bessel_integral(
    lambda q: q / np.sqrt(q**2 + q_debye**2), 35.0)
assert abs(doped_integral * 35 / np.exp(-q_debye * 35) - 1) < 1e-5
thermal_area = const.h**2 / (2 * PI * const.m_e * const.k * T) * 1e20

# Field strength near the charge, relative to a rough gap over one spacing
GAP = 1.0


def field(r):
    step = 0.01
    return (interaction(r - step) - interaction(r + step)) / (2 * step)


IONIC_ADDITION = 2.0

print(f"Coulomb constant K = {K:.5f} eV angstrom")
print(f"Sheet spacing d = {D:.1f} angstrom = {D / 10:.2f} nm")
print(f"Sheet polarizability alpha = {ALPHA:.1f} angstrom")
print(f"Screening length r0 = {R0:.3f} angstrom = {R0 / 10:.4f} nm")
print(f"In-plane permittivity = {EPS:.4f} (no unit)")
print(f"Its square root = {np.sqrt(EPS):.4f} (no unit)")
print(f"Long-wave factor F(0) = {1 / np.sqrt(EPS):.5f} (no unit)")
print(f"Factor for equally charged planes = {uniform_factor:.5f} (no unit)")
print(f"Expansion coefficient C = {C2:.4f} (no unit)")
print("q (1/angstrom), F stack, F isolated sheet (no unit):")
for q in (0.001, 0.01, 0.03, 0.1, 0.3):
    print(f"  {q:.3f}  {plane_factor(q):.5f}  {1 / (1 + R0 * q):.5f}")
print("r (angstrom), W stack, far law, isolated sheet (eV):")
for r in (7.0, 14.0, 35.0, 70.0, 140.0):
    print(f"  {r:.0f}  {interaction(r):.5f}  {far_law(r):.5f}"
          f"  {isolated_sheet(r):.5f}")
print(f"W crosses far law at r = {crossing:.3f} angstrom = {crossing / 10:.4f} nm")
print(f"Relative excess at r = {r_far:.0f} angstrom: {100 * far_excess:.4f} percent")
print(f"  predicted by C d^2/r^2: {100 * C2 * D**2 / r_far**2:.4f} percent")
print(f"Rough normal permittivity = {EPS_PERP:.1f} (no unit)")
print(f"F(0) with normal response = {1 / np.sqrt(EPS * EPS_PERP):.5f} (no unit)")
print(f"Layer model, q = 0.001/angstrom: F = {thick_factor:.5f} (no unit)")
print(f"Thickness tested = {fill * D:.2f} angstrom")
print(f"Thickness changes F(q=0.1/angstrom) by {100 * thickness_change:.2f} percent")
print(f"Chosen nonlocal range = {RANGE:.1f} angstrom")
print(f"Nonlocality changes F(q=0.1/angstrom) by {100 * nonlocal_change:.2f} percent")
print(f"Chosen ionic addition to permittivity = {IONIC_ADDITION:.1f} (no unit)")
ionic_change = np.sqrt(EPS / (EPS + IONIC_ADDITION)) - 1
print(f"Ionic addition changes F(0) by {100 * ionic_change:.2f} percent")
print(f"Finite stack = {SHEETS} sheets; change of W:")
for r in (35.0, 140.0):
    change = interaction(r, F_FINITE) / interaction(r) - 1
    print(f"  r = {r:.0f} angstrom: {100 * change:.2f} percent")
print(f"Temperature = {T:.0f} K; carriers per sheet = {DENSITY_CM2:.1e} cm^-2")
print(f"Carrier screening length = {1 / q_debye:.2f} angstrom"
      f" = {0.1 / q_debye:.3f} nm")
print(f"Carrier factor at r = 35 angstrom: {np.exp(-35 * q_debye):.4f} (no unit)")
print(f"Degeneracy n*lambda^2, free mass = {density * thermal_area:.5f} (no unit)")
print(f"Rough gap = {GAP:.1f} eV; field and field*d/gap:")
for r in (7.0, 35.0):
    print(f"  r = {r:.0f} angstrom: {field(r):.5f} V/angstrom,"
          f" {field(r) * D / GAP:.4f} (no unit)")
print("all tests passed")
```

Printed output:

```
Coulomb constant K = 14.39965 eV angstrom
Sheet spacing d = 7.0 angstrom = 0.70 nm
Sheet polarizability alpha = 3.5 angstrom
Screening length r0 = 21.991 angstrom = 2.1991 nm
In-plane permittivity = 7.2832 (no unit)
Its square root = 2.6987 (no unit)
Long-wave factor F(0) = 0.37054 (no unit)
Factor for equally charged planes = 0.13730 (no unit)
Expansion coefficient C = 0.8213 (no unit)
q (1/angstrom), F stack, F isolated sheet (no unit):
  0.001  0.37053  0.97848
  0.010  0.36906  0.81973
  0.030  0.35782  0.60251
  0.100  0.27615  0.31259
  0.300  0.13117  0.13162
r (angstrom), W stack, far law, isolated sheet (eV):
  7  0.70113  0.76224  0.99436
  14  0.40089  0.38112  0.66942
  35  0.15855  0.15245  0.34767
  70  0.07695  0.07622  0.19258
  140  0.03819  0.03811  0.10070
W crosses far law at r = 9.789 angstrom = 0.9789 nm
Relative excess at r = 280 angstrom: 0.0517 percent
  predicted by C d^2/r^2: 0.0513 percent
Rough normal permittivity = 5.0 (no unit)
F(0) with normal response = 0.16571 (no unit)
Layer model, q = 0.001/angstrom: F = 0.16571 (no unit)
Thickness tested = 6.30 angstrom
Thickness changes F(q=0.1/angstrom) by 31.63 percent
Chosen nonlocal range = 2.0 angstrom
Nonlocality changes F(q=0.1/angstrom) by 2.55 percent
Chosen ionic addition to permittivity = 2.0 (no unit)
Ionic addition changes F(0) by -11.42 percent
Finite stack = 21 sheets; change of W:
  r = 35 angstrom: 10.39 percent
  r = 140 angstrom: 41.31 percent
Temperature = 300 K; carriers per sheet = 1.0e+10 cm^-2
Carrier screening length = 85.34 angstrom = 8.534 nm
Carrier factor at r = 35 angstrom: 0.6636 (no unit)
Degeneracy n*lambda^2, free mass = 0.00185 (no unit)
Rough gap = 1.0 eV; field and field*d/gap:
  r = 7 angstrom: 0.07017 V/angstrom, 0.4912 (no unit)
  r = 35 angstrom: 0.00480 V/angstrom, 0.0336 (no unit)
all tests passed
```
